# Diffuse transmission of a hole fifty diameters deep: the long-tube estimate

## Question

I have an exercise on neutral transport in deep etch holes. A cylindrical hole is fifty diameters deep, gas enters at the top, and molecules leave the wall in random directions after each hit. I am asked to use the "long-tube formula" to show that about 2.7 percent of the entering molecules reach the bottom.

My own attempt was geometric. Seen from the mouth, the bottom is a disc of radius $a$ at distance $L$, so it fills a solid angle of about $\pi a^2/L^2$. Cosine-law emission puts a fraction $1/\pi$ per steradian near the axis, which gives $a^2/L^2 = 1/100^2 = 0.01$ percent. That is more than two hundred times too small. Where does the long-tube formula come from, why does it differ so much from my estimate, and can I trust 2.7 percent for a real hole?

## Answer

Your 0.01 percent is right for molecules that reach the bottom without touching the wall. Nearly all the others that arrive get there by a random walk from wall to wall, and the long-tube formula counts them.

### Assumptions

Let the hole have radius $a$, diameter $d=2a$ and depth $L$, with $z$ measured downward from the mouth.

- Molecules collide with the wall but not with each other (free-molecular flow).
- They enter with a cosine-law flux $\nu_0$ per unit area, as from a gas at rest.
- Each wall hit is followed by re-emission with the cosine law, whatever the direction of arrival. Nothing sticks or reacts on the side wall.
- The bottom consumes every arrival, so it acts like an open end leading to vacuum.
- The flow is steady.

### The flux on the wall

Let $\nu(z)$ be the number of molecules striking the wall per unit area and time at depth $z$. In steady state without loss, it is also the number emitted there.

Far from the ends, everything that strikes a wall element was emitted by other parts of the wall. So $\nu(z)$ is a weighted average of $\nu$ over the places of origin. The weights add up to one, and by symmetry an origin a distance $x$ above has the same weight as one a distance $x$ below. For a linear $\nu$, the excess from one side cancels the deficit from the other, and the average equals the local value. A linear profile therefore satisfies the balance.

The end values have to be approximated. Near the mouth the wall sees mostly the incoming gas or wall with nearly the same flux, so we set $\nu(0)\approx\nu_0$. Near the bottom almost nothing arrives, so $\nu(L)\approx 0$. Then

$$\nu(z)=\nu_0\left(1-\frac{z}{L}\right).$$

### The current through a cross-section

Now count the net number $N$ of molecules crossing a plane at depth $z$ per unit time, downward counted as positive. Take a small area $dA$ of this plane and a direction of travel at angle $\theta$ to the downward axis, with azimuth $\phi$.

A wall element that emits $\nu$ by the cosine law sends out $\nu/\pi$ per unit solid angle and per unit area perpendicular to the ray. The factor $1/\pi$ makes the total over the hemisphere equal to $\nu$, because $\int\cos\chi\,d\Omega=\pi$, where $\chi$ is the angle from the surface normal. This intensity stays the same along a free flight. The area $dA$ presents $\cos\theta\,dA$ to the ray, and the sign of $\cos\theta$ makes upward crossings count as negative.

To find where the molecule came from, trace it back. If the wall lies a distance $s$ behind it, measured within the plane, then the axial distance travelled is $s\cot\theta$, and the origin is at depth $z-s\cot\theta$. For upward travel $\cot\theta$ is negative and the origin lies deeper, as it should. Hence

$$N=\int dA\int d\Omega\,\frac{\cos\theta}{\pi}\,\nu(z-s\cot\theta),\qquad d\Omega=\sin\theta\,d\theta\,d\phi .$$

With the linear profile,

$$\nu(z-s\cot\theta)=\nu(z)+\frac{\nu_0}{L}\,s\cot\theta .$$

The first term contributes nothing, since $\int_0^\pi\sin\theta\cos\theta\,d\theta=0$: a uniform wall flux sends equal numbers up and down. In the second term,

$$\sin\theta\,\cos\theta\,\cot\theta=\cos^2\theta,\qquad \int_0^\pi\cos^2\theta\,d\theta=\frac{\pi}{2}.$$

This leaves

$$N=\frac{1}{\pi}\,\frac{\nu_0}{L}\,\frac{\pi}{2}\int dA\int_0^{2\pi}s\,d\phi=\frac{\nu_0}{2L}\int dA\int_0^{2\pi}s\,d\phi .$$

### The chord integral

Hold $\phi$ fixed and cut the circular cross-section into parallel chords along that direction. A chord at distance $p$ from the centre has length $c=2\sqrt{a^2-p^2}$. The area element is $dA=dp\,ds$, because $s$ is just the position along the chord, running from $0$ to $c$. Along one chord,

$$\int_0^c s\,ds=\frac{c^2}{2}=2(a^2-p^2).$$

Adding up the chords,

$$\int_{-a}^{a}2(a^2-p^2)\,dp=2\left(2a^3-\frac{2a^3}{3}\right)=\frac{8a^3}{3}.$$

Every azimuth gives the same value, so integrating over $\phi$ multiplies by $2\pi$:

$$\int dA\int_0^{2\pi}s\,d\phi=\frac{16\pi a^3}{3}.$$

Direct numerical integration gives $16.75516\,a^3$, equal to $16\pi a^3/3$ to the digits shown.

### The transmission

Therefore

$$N=\frac{\nu_0}{2L}\,\frac{16\pi a^3}{3}=\frac{8\pi a^3\nu_0}{3L}.$$

The number entering per unit time is $\pi a^2\nu_0$. The transmitted fraction is

$$W=\frac{N}{\pi a^2\nu_0}=\frac{8a}{3L}=\frac{4d}{3L}.$$

For $L/d=50$,

$$W=\frac{4}{3\times 50}=\frac{4}{150}=0.0267,$$

which is the 2.7 percent you were asked for.

The two estimates scale differently. Line of sight falls as $(a/L)^2$, while the random walk falls as $a/L$, so wall-assisted transport wins by a growing factor as the hole gets deeper.

### How good is 2.7 percent?

It is a leading-order result for a long hole. Two approximations at the ends both matter at a depth of fifty diameters.

First, the wall flux does not quite reach $\nu_0$ at the top or zero at the bottom. Solving the wall balance numerically, with the wall divided into narrow rings, gives $0.988\,\nu_0$ on the top ring and $0.012\,\nu_0$ on the lowest. The average slope between them is thus about 2 percent smaller than $\nu_0/L$. The profile is also slightly curved near the ends, which leaves the slope in the middle of the hole about 4 percent smaller than $\nu_0/L$.

Second, the integral over $\theta$ includes rays so close to the axis that $z-s\cot\theta$ lies outside the hole. There the linear formula assigns more than $\nu_0$ above the mouth and less than zero below the bottom. The true values are $\nu_0$ and zero, so the formula overcounts the downward current. At mid-depth these rays have $\theta$, or $\pi-\theta$, below about $2s/L$. Their share of the $\theta$ integral is of order $a/L$, which vanishes for a very long hole.

The ring solution includes both effects and gives $W=0.0253$, or 2.5 percent. A separate simulation that follows 300,000 molecules gives $0.0251\pm0.0003$ (one standard error), in agreement. The long-tube value is about 5.5 percent too high relative to the full solution. The error depends on depth as follows:

| $L/d$ | $4d/(3L)$ | Full solution | Excess over full |
|---:|---:|---:|---:|
| 5 | 0.267 | 0.191 | 40% |
| 10 | 0.133 | 0.109 | 22% |
| 20 | 0.0667 | 0.0595 | 12% |
| 50 | 0.0267 | 0.0253 | 5.5% |
| 100 | 0.0133 | 0.0129 | 3% |

For a shallow hole the formula fails altogether: below $L=4d/3$ it would give a transmission above one.

### How often does a molecule hit the wall?

Suppose gas enters from both ends with the same flux $\nu_0$. The wall flux is then $\nu_0$ everywhere, because an average of equal values is that same value. Since molecules do not interact, this situation is the sum of entry from the top and its mirror image:

$$\nu(z)+\nu(L-z)=\nu_0 .$$

Integrating over the depth gives $\int_0^L\nu\,dz=L\nu_0/2$, without assuming a linear profile. The mean number of wall hits per entering molecule is the total hit rate divided by the entry rate:

$$\frac{2\pi a\,(L\nu_0/2)}{\pi a^2\nu_0}=\frac{L}{a}=100 .$$

The simulation gives $99.7\pm0.7$. This average includes the roughly 97 percent of molecules that go back out of the mouth. Those that reach the bottom hit the wall far more often, as the effect of wall loss will show.

### A hole with numbers

Take a dielectric etch hole of the kind used in stacked memory, with rough typical values: diameter 100 nm, depth 5000 nm, total pressure 20 mTorr and gas temperature 350 K. Let fluorine atoms have a partial pressure $p$ of 1 mTorr.

For a Maxwellian gas of density $n$ and molecular mass $m$, the one-way flux is the average of the positive velocity component times $n$:

$$\nu_0=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv=n\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}},$$

where the integral equals $kT/m$ and the last step uses $p=nkT$. Here $\nu_0=4.31\times10^{17}$ atoms/(cm² s). The mouth has an area of $7.85\times10^{-11}$ cm², so

$$4.31\times10^{17}\times7.85\times10^{-11}=3.38\times10^{7}\ \text{atoms enter per second.}$$

The long-tube formula sends $0.0267\times3.38\times10^7=9.0\times10^5$ per second to the bottom. The full solution gives $8.6\times10^5$ per second.

Neglecting gas collisions is safe here. With a rough collision diameter $\sigma=0.4$ nm, the hard-sphere mean free path $kT/(\sqrt2\,\pi\sigma^2p_{\rm tot})$ at the total pressure $p_{\rm tot}$ is about 2.5 mm. That is some 500 times the depth and 25,000 times the diameter.

### What a reactive surface changes

**Loss on the side wall.** Suppose each wall hit removes the atom with probability 0.001, a value chosen for illustration, with everything else unchanged. The transmission drops from 2.5 to 0.85 percent, about one third of its former value.

This also tells us how often the successful atoms hit the wall. An atom that would arrive after $k$ hits survives with probability $0.999^k$, and the average of this over arriving atoms is 0.34. Because $0.999^k$ is a convex function of $k$, its average is at least $0.999^{\bar k}$, where $\bar k$ is the mean number of hits. So $0.999^{\bar k}\le0.34$, and $\bar k$ must exceed one thousand.

**A bottom that reacts only sometimes.** Return to a loss-free side wall, and let the bottom consume an arriving atom with probability $\beta$, re-emitting it diffusely otherwise. Treat the re-emission as spread evenly over the bottom, which is a good approximation here although somewhat more atoms land near the centre. A re-emitted atom is then in the mirror image of entry at the mouth: it escapes with probability $W$ and returns to the bottom with probability $1-W$. If $q$ is the probability that an atom now arriving is eventually consumed, then

$$q=\beta+(1-\beta)(1-W)\,q .$$

Collecting the terms in $q$, and using $1-(1-\beta)(1-W)=W+\beta-W\beta$, gives

$$q=\frac{\beta}{W+\beta-W\beta}.$$

The consumed fraction of all entering atoms is $Wq$. For $\beta=0.1$ and the full $W=0.0253$,

$$Wq=\frac{0.0253\times0.1}{0.0253+0.1-0.0025}=0.0206,$$

or 2.1 percent. A ring solution with a partly reflecting bottom, under the same assumption of even re-emission, gives the same value. When $\beta\gg W$, the hole limits the supply and the fraction approaches $W$ (for small $W$). When $\beta\ll W$, the bottom reaction is the bottleneck and the fraction approaches $\beta$.

### Can you use it for a real hole?

The pressure and dimensions above suit the free-molecular model. The result is very sensitive to the assumption of a loss-free side wall: in this example a loss of one in a thousand per hit changes the result by a factor of three, against 5.5 percent for the end effects. The actual loss probability depends on the species and on the condition of the wall, so it has to be known for the process at hand. A tapered or bowed profile and partly mirror-like reflection would also change $W$, and I have not estimated them here. The calculation covers neutral particles only. Ions arrive with a directed velocity and feel electric fields, so this $W$ does not apply to them.

For your exercise, then, 2.7 percent is the correct long-tube estimate, and 2.5 percent is the full diffuse transmission under the same assumptions. The numerical output below lists the values in more detail.

## Values computed for the example and the checks

```
Hole diameter: 100 nm
Hole depth: 5000 nm
Depth / diameter: 50
Total pressure: 20 mTorr
Fluorine-atom partial pressure: 1 mTorr
Gas temperature: 350 K
Fluorine atomic mass: 18.998 u
Chord integral / a^3, quadrature: 16.75516
Chord integral / a^3, 16 pi/3: 16.75516
Long-tube transmission: 0.02667 = 2.67 percent
Full transmission, ring solution: 0.02528 = 2.53 percent
Full transmission, simulation: 0.02509 +/- 0.00029
Simulated particles: 300000
Long-tube value above full value: 5.5 percent
L/d = 5: long-tube 0.2667, full 0.1911, excess 39.6 percent
L/d = 10: long-tube 0.1333, full 0.1094, excess 21.9 percent
L/d = 20: long-tube 0.0667, full 0.0595, excess 12.1 percent
L/d = 50: long-tube 0.0267, full 0.0253, excess 5.4 percent
L/d = 100: long-tube 0.0133, full 0.0130, excess 2.9 percent
Direct line-of-sight fraction: 0.0100 percent
Wall flux / mouth flux, top ring: 0.988
Wall flux / mouth flux, lowest ring: 0.012
Largest departure from linear wall profile: 0.014
Mean wall hits, L/a: 100
Mean wall hits, simulation: 99.7 +/- 0.7
Entering flux: 4.308e+17 atoms/(cm2 s)
Hole area: 7.854e-11 cm2
Atoms entering: 3.383e+07 per s
Atoms reaching bottom, long-tube: 9.022e+05 per s
Atoms reaching bottom, full: 8.553e+05 per s
Collision diameter (rough): 0.4 nm
Mean free path: 2.55 mm
Mean free path / hole depth: 510
Mean free path / hole diameter: 25494
Wall loss per hit (chosen): 0.001
Transmission with wall loss, rings: 0.85 percent
Transmission with wall loss, simulation: 0.84 +/- 0.01 percent
With wall loss / without: 0.34
Bottom reaction probability (chosen): 0.1
Fraction consumed at that bottom: 2.06 percent
```
